Localized and symmetry-adapted core holes in Hartree-Fock theory: N₂

**The argument under review**

The manuscript computes the N 1s ionization energy of N₂ as a difference of two self-consistent Hartree-Fock energies, ion minus neutral molecule. It empties the even core orbital g and gives this justification:

"The two atoms are equivalent, so the ion must have definite parity. The core orbitals g and u are almost degenerate, and a closed-shell determinant does not change when they are rotated into orbitals L and R on the two atoms. A hole in g and a hole in L are therefore two descriptions of the same ionization, and g has the correct symmetry."

Each premise is acceptable. The question is whether the conclusion survives when the remaining electrons are allowed to relax. I take the nuclei as fixed, neglect relativity, use real orbitals and treat the ions by unrestricted Hartree-Fock theory. Energies are in hartree (Ha).

**What holds before relaxation**

Let c be a normalized orbital in the occupied spin-up space of the neutral molecule. Removing its electron subtracts |c⟩⟨c| from the spin-up density matrix. The Hartree-Fock energy is quadratic in the density matrix, so the change has a linear and a quadratic part:

ΔE = −⟨c|F|c⟩ + ½(J_cc − K_cc).

Here F is the neutral Fock operator. Both J_cc and K_cc equal the same integral (cc|cc), so the second term vanishes. With

L = (g + u)/√2, R = (g − u)/√2

and ⟨g|F|u⟩ = 0, the frozen ionization energies are

I_g = −ε_g, I_u = −ε_u, I_L = −(ε_g + ε_u)/2.

The determinants are related just as simply. Since g = (L + R)/√2, annihilating an electron in g gives

Φ_g = (Φ_L + Φ_R)/√2.

Up to this point the choice of hole hardly affects the energy: I_g and I_L differ by only half the small core splitting. The determinants are nevertheless different states, and Φ_L alone has no definite parity.

**What relaxation changes**

Give the hole a strength q, so that c has occupation 1 − q; the ion is q = 1. The Fock operators of the two spins then change by q v, where

v_up = −(J_c − K_c), v_down = −J_c.

The other electrons lose the repulsion of the missing electron, and those of the same spin also lose its exchange.

Collect the small rotations between occupied and empty orbitals in a vector x. The neutral molecule is assumed to be a stable minimum, so its energy has no linear term in x and a positive definite second-derivative matrix A. The hole adds a force q b, with b linear in v:

E(x) = E(0) + q b·x + ½ x·A x + higher terms.

Setting the derivative to zero gives x = −q A⁻¹b. Substitution gives −q² b·A⁻¹b + ½q² b·A⁻¹b, so the energy falls by

R(q) = ½ q² b·A⁻¹b + O(q³).

The hole orbital itself feels no force at this order. For any other orbital a, the spin-up element v_ac is −(ac|cc) + (ac|cc) = 0, and F_ac vanishes too. The one exception is F_LR = (ε_g − ε_u)/2, half the small core splitting, which I neglect here.

For n equivalent atoms with core orbitals c_i, define

R_ij = ½ b_i·A⁻¹b_j.

R_11 is the second-order relaxation energy of a full hole on one atom. Let R_cross be the average of R_ij over pairs i ≠ j. The symmetric orbital g = n^(−1/2) Σ c_i has

|g⟩⟨g| = (1/n) Σ_i |c_i⟩⟨c_i| + (1/n) Σ_(i≠j) |c_i⟩⟨c_j|.

Only the elements of v between occupied and empty orbitals enter b, and the second sum contributes little to these. Its Coulomb part contains the overlap of core orbitals on different atoms. In its exchange part, one of the two interacting densities is always the product of a core orbital and an empty orbital, which carries no net charge because the two are orthogonal. Dropping the second sum leaves b_g = (1/n) Σ b_i, and therefore

R_sym = (1/n²) Σ_ij R_ij
= (1/n²)[n R_11 + n(n − 1) R_cross]
= R_11/n + (1 − 1/n) R_cross.

The physical reason for the first term is that relaxation is quadratic in the hole charge. Each atom carries a charge 1/n and relaxes by R_11/n²; there are n such atoms. Division by n is thus a second-order result that also needs |R_cross| to be small compared with R_11/n.

**The part of the response that symmetry removes**

For two atoms, split the localized potential by parity:

v_L = v₊ + v₋, v_R = v₊ − v₋, with v_± = (v_L ± v_R)/2.

The neutral molecule is symmetric under inversion, so A does not couple even and odd rotations. Writing R_even and R_odd for the relaxation energies due to v₊ and v₋,

R_11 = R_even + R_odd,
R_cross = R_even − R_odd,
R_sym = ½R_11 + ½R_cross = R_even.

The g hole loses the whole odd response. If the atoms responded independently, R_even and R_odd would be equal and the loss would be half. In a bonded molecule the odd response also contains the flow of electrons towards the ionized atom. Two half holes pull in opposite directions, and this flow cancels.

**Numbers for N₂**

I take a bond length of 2.07 bohr and the cc-pVDZ basis with its contractions released, so that the core can contract. Correlation, vibration and the remaining basis-set error are left out. I solve the ions self-consistently with the chosen core orbital kept empty. For the g and u holes the orbitals are also required to keep definite parity, since otherwise the calculation can slip to the localized solution. The results are

g hole: 15.683 − 0.268 = 15.415 Ha = 419.46 eV,
localized hole: 15.681 − 0.624 = 15.057 Ha = 409.73 eV.

In each line the first number is the frozen ionization energy and the second the relaxation energy. The u hole gives 419.35 eV, so the choice of parity is not the issue. The g and localized results differ by 0.358 Ha, or 9.7 eV. Only 0.002 Ha of this was present before relaxation. The last digits depend on the basis: uncontracted cc-pVTZ lowers the g and localized values to 419.17 and 409.38 eV, a difference of 9.8 eV, and changes the ratio of relaxation energies discussed next from 2.33 to 2.30.

The relaxation energies have the ratio 2.33, not 2. To see why, I computed the second-order energies separately. The neutral molecule was solved in the fixed potentials q v with q = ±0.1; averaging the relaxation energies for the two signs and dividing by q² removes the cubic term. The results are

R_11 = 0.585 Ha, R_even = 0.273 Ha, R_odd = 0.311 Ha.

Before rounding, the even and odd parts add up to 0.5848 Ha and R_11 is 0.5852 Ha, so the two agree to within 0.1% of R_11. Using the potential of the g orbital itself in place of v₊ changes R_even by about 0.1%, so the neglected interatomic terms indeed have little effect on the relaxation energy. The cross term is

R_cross = 0.273 − 0.311 = −0.038 Ha.

Its negative sign raises the second-order ratio above 2:

R_11/R_even = 0.585/0.273 = 2.14.

The size of R_cross is sensitive to the basis: uncontracted cc-pVTZ gives R_even = 0.285 Ha, R_odd = 0.313 Ha, R_cross = −0.028 Ha and a ratio of 2.10.

The rest of the way to 2.33 comes from what the second-order treatment omits. The full localized relaxation energy is 0.039 Ha above R_11, whereas that of the g hole is 0.005 Ha below R_even. Different corrections are compatible with parity: a cubic term with one even and two odd factors is allowed for the localized hole and absent for the g hole.

The flow of charge is visible in the electron dipole. Relative to the frozen ion, relaxation around the localized hole shifts it by 1.21 e bohr towards the hole. This equals the shift of 1.212/2.07 = 0.59 electron over the full bond length, though it is not a count of charge on an atom. For the g hole the shift is zero by symmetry.

**Far-separated units**

The 1/n law can be seen without bonding between the sites. When equivalent units are moved far apart, R_cross tends to zero and each unit responds to its own hole charge 1/n. If one unit relaxes by aq² + bq³ + …, with a and b now plain coefficients, then

R_n = n[a/n² + b/n³ + …],
n R_n = a + b/n + ….

I used parallel water molecules with an O 1s hole spread evenly over all of them. Each has O at the origin and H at (±1.43, 0, 1.11) bohr. Two molecules stand 30 bohr apart; four form a rectangle of 30 by 40 bohr. The basis is 6-31G, uncontracted on oxygen. The Hartree-Fock relaxation energies are

n = 1: 0.7410 Ha,
n = 2: 0.3672 Ha,
n = 4: 0.1826 Ha.

The products n R_n, relative to R_1, are 1, 0.991 and 0.986. The law holds here within 1.5%. The absolute values are basis-dependent: an uncontracted triple-zeta basis on oxygen raises R_1 to 0.751 Ha. The a + b/n form, fixed by n = 1 and n = 2, predicts 4R_4 = 0.7312 Ha; the computed value is 0.7303 Ha.

As n grows in this separated limit, R_n tends to zero. A hole spread over very many distant units would have no relaxation energy at all, and its ionization energy would return to the frozen value. Yet removing a core electron from one of those units costs the same however many distant copies exist. The dependence on n is a defect of the single symmetric determinant.

**Symmetry with full relaxation**

The manuscript is right to want a state of definite parity. It can be had by combining the relaxed localized determinants. Choose the sign of Φ_R so that it is the inversion image of Φ_L, and let S = ⟨Φ_L|Φ_R⟩, H_LL = ⟨Φ_L|H|Φ_L⟩ and H_LR = ⟨Φ_L|H|Φ_R⟩. For Φ_L ± Φ_R, the energy is 2(H_LL ± H_LR) divided by the norm 2(1 ± S):

E_± = (H_LL ± H_LR)/(1 ± S).

Subtracting the localized energy H_LL gives

E_± − H_LL = ±(H_LR − S H_LL)/(1 ± S).

The shift is small when the two determinants are weakly coupled. In N₂ the magnitude of S is 0.0014, and the two ionization energies are 15.0564 and 15.0580 Ha. They lie 0.0008 Ha on either side of the localized value and are split by 0.044 eV. Restoring the parity changes the energy very little on the scale of the 9.7 eV discrepancy. It does not restore the spin: the unrestricted localized determinants are doublets with a large admixture of higher spin (⟨S²⟩ = 1.15, against 0.75 for a pure doublet and 0.753 for the g hole), and combining them by parity alone does not cure this. The contamination affects the energy: spin-restricted open-shell determinants in the same basis give 410.40 eV for the localized hole and 419.71 eV for the g hole, so the gap remains above 9 eV but the localized value rises by 0.7 eV.

This also locates the fault in the quoted argument. Before relaxation, Φ_L and Φ_R differ only in which of the two spin-up core orbitals, L or R, is empty, so their sum collapses into one determinant with a hole in g. After relaxation the other orbitals differ, because they have adapted to a hole on the left or on the right. The sum then keeps a correlation between the position of the hole and the response of the electrons. A single g-hole determinant has one set of orbitals for both positions, and these adapt to the average, half a hole on each atom.

**Scope and requested revision**

These conclusions concern Hartree-Fock theory. With a semilocal density functional, the self-repulsion of the hole is not cancelled identically, and it too depends on the spread. Neglecting overlap between L and R,

(gg|gg) = ½(LL|LL) + ½(LL|RR).

The energy difference between the two holes then mixes relaxation with a change in self-interaction error, and it should not be read as relaxation alone.

The authors should replace the g-hole energy by that of the localized hole. If parity labels are needed, they should combine the two relaxed localized determinants. The g–u splitting needs more care: this combination gives 0.044 eV with the spin-contaminated unrestricted determinants and 0.082 eV with spin-restricted ones, whereas the neutral orbital energies give 0.096 eV and the separately relaxed g and u holes 0.11 eV. The calculations here do not decide which is most accurate. The present value of 419.46 eV should not be defended on grounds of parity, since the recombined states have definite parity too and lie close to the localized value: 409.7 eV with unrestricted and 410.4 eV with spin-restricted determinants in this basis.
